# Oxygen relaxation in a one-sided film and its surface-limited rate

## Problem

An oxide film fills $0<x<L$. Its face at $x=0$ rests on a substrate that passes no oxygen, and its face at $x=L$ exchanges oxygen with a gas. The film starts with uniform oxygen concentration $c_0$. At $t=0$ the gas pressure is stepped to a new constant value, for which the equilibrium concentration is $c_{\rm eq}$. The temperature is fixed, and the step is small enough for $D$ and $k$ to be constants.

Here $D$ is the chemical diffusion coefficient, which describes the joint motion of oxygen vacancies and electronic carriers in a neutral film. The chemical exchange coefficient $k$, a velocity, is defined by the outward oxygen flux $k[c(L,t)-c_{\rm eq}]$ at the free face. Let

$$u(x,t)=\frac{c(x,t)-c_{\rm eq}}{c_0-c_{\rm eq}},\qquad M(t)=\frac1L\int_0^L u\,dx,\qquad h=\frac{kL}{D}.$$

(a) Find $u(x,t)$ and $M(t)$.

(b) Find the total delay $\int_0^\infty M\,dt$, and use it to bound the slowest decay rate from above. Find a lower bound as well.

(c) Find the law that $M$ follows when $h$ is small, with an error bound valid at all times.

(d) Find the leading corrections for small $h$, and the opposite limit of large $h$. Can the shape of a single decay curve tell the two regimes apart?

(e) A praseodymium-doped ceria film of thickness 200 nm is annealed at 973 K. Take the rough typical values $k=10^{-6}$ cm/s and $D=10^{-6}$ cm²/s. How long does the film take to relax, and which neglected effects matter most?

## Solution

### (a) The full relaxation

The oxygen flux in the $+x$ direction is $-D\,\partial c/\partial x$. It vanishes at the blocked face and equals the exchange flux at the free face. Since $c_{\rm eq}$ is constant after the step,

$$u_t=Du_{xx},\qquad u_x(0,t)=0,\qquad -Du_x(L,t)=k\,u(L,t),\qquad u(x,0)=1.$$

If the film lacks oxygen, $c(L)<c_{\rm eq}$ makes the outward flux negative, so oxygen enters, as it should. The vacancy concentration is a constant minus $c$. Its departure from equilibrium and its initial departure both change sign, so vacancies have the same $u$.

With $\xi=x/L$ and $s=Dt/L^2$, the problem becomes

$$u_s=u_{\xi\xi},\qquad u_\xi(0,s)=0,\qquad u_\xi(1,s)=-h\,u(1,s).$$

Put $u=X(\xi)S(s)$. Then $S'/S=X''/X=-\lambda$, a constant. To find its sign, multiply $-X''=\lambda X$ by $X^*$ and integrate by parts:

$$\lambda\int_0^1|X|^2d\xi=\int_0^1|X'|^2d\xi+h|X(1)|^2>0.$$

The right side could vanish only for a constant $X$ with $X(1)=0$, which is no mode. Hence $\lambda=\beta^2$ with $\beta>0$. The blocked face selects $X=\cos\beta\xi$, and the free face requires $-\beta\sin\beta=-h\cos\beta$, or

$$\beta\tan\beta=h. \tag{1}$$

The left side rises from zero to infinity in each interval $\big((n-1)\pi,(n-\tfrac12)\pi\big)$, $n=1,2,\ldots$, and is negative in the intervals between. Each of the first kind therefore holds one root $\beta_n$.

For two different modes, the differential equation gives

$$(\beta_m^2-\beta_n^2)\int_0^1X_mX_n\,d\xi=\big[X_mX_n'-X_nX_m'\big]_0^1=-hX_m(1)X_n(1)+hX_n(1)X_m(1)=0,$$

so the modes are orthogonal. They are complete because this is a regular Sturm–Liouville problem.

Equation (1) gives $\cos^2\beta=1/(1+\tan^2\beta)=\beta^2/(\beta^2+h^2)$, and then $\sin\beta\cos\beta=\tan\beta\cos^2\beta=h\beta/(\beta^2+h^2)$. The norm is thus

$$N_n=\int_0^1\cos^2\beta_n\xi\,d\xi=\frac12\left(1+\frac{\sin\beta_n\cos\beta_n}{\beta_n}\right)=\frac{\beta_n^2+h^2+h}{2(\beta_n^2+h^2)}.$$

The initial value $u=1$ has the coefficient $a_n=(\sin\beta_n/\beta_n)/N_n$. Writing $\sin\beta_n=h\beta_n/[(\beta_n^2+h^2)\cos\beta_n]$ cancels the factor $\beta_n^2+h^2$:

$$u(x,t)=\sum_{n=1}^\infty\frac{2h\cos(\beta_nx/L)}{(\beta_n^2+h^2+h)\cos\beta_n}\,e^{-\beta_n^2Dt/L^2}. \tag{2}$$

The mean of $\cos\beta_n\xi$ is $\sin\beta_n/\beta_n=h\cos\beta_n/\beta_n^2$, so

$$M(t)=\sum_{n=1}^\infty A_ne^{-\beta_n^2Dt/L^2},\qquad A_n=\frac{2h^2}{\beta_n^2(\beta_n^2+h^2+h)}. \tag{3}$$

Every $A_n$ is positive. Also $A_n=(\int_0^1X_n\,d\xi)^2/N_n$, so Parseval's relation for the function 1 gives $\sum A_n=1$.

As a test, the film was divided into 400 cells and the oxygen balance of the cells was solved by diagonalization. For $h=0.1$, 1 and 10, and at $s=0.02$, 0.2 and 1, both $M$ and the profile agreed with (2) and (3) within $10^{-4}$ of the initial departure.

### (b) Total delay and bounds on the slowest rate

Let $U(x)=\int_0^\infty u\,dt$. Integrating the diffusion equation over time gives

$$DU''=u(x,\infty)-u(x,0)=-1.$$

With $U'(0)=0$ this yields $U'=-x/D$. The exchange condition, also integrated over time, reads $-DU'(L)=L=kU(L)$, so $U(L)=L/k$. Therefore

$$U(x)=\frac Lk+\frac{L^2-x^2}{2D},\qquad \int_0^\infty M\,dt=\frac Lk+\frac{L^2}{2D}-\frac{L^2}{6D}=\frac Lk+\frac{L^2}{3D}. \tag{4}$$

The surface delay and the bulk delay add, for any $h$. Their ratio, bulk to surface, is $h/3$.

Integrating (3) term by term and dividing by $L^2/D$ turns (4) into $\sum A_n/\beta_n^2=1/h+1/3$. No term $1/\beta_n^2$ exceeds $1/\beta_1^2$, and the weights sum to one. Hence $1/h+1/3\le1/\beta_1^2$, an upper bound on $\beta_1^2$.

For the lower bound, use the partial-fraction series of the tangent, valid at $0<\beta_1<\pi/2$:

$$h=\beta_1\tan\beta_1=\sum_{m=1}^\infty\frac{8\beta_1^2}{(2m-1)^2\pi^2}\,\frac1{1-4\beta_1^2/[(2m-1)^2\pi^2]}.$$

The last fraction is largest for $m=1$. Replace it by that value throughout, and use $\sum(2m-1)^{-2}=\pi^2/8$. This gives $h\le\beta_1^2/(1-4\beta_1^2/\pi^2)$, which is solved for $\beta_1^2$. Together,

$$\frac{h}{1+4h/\pi^2}\le\beta_1^2\le\frac{h}{1+h/3}. \tag{5}$$

The slowest rate is $\beta_1^2D/L^2=(k/L)(\beta_1^2/h)$. It lies below $k/L$ and approaches it as $h\to0$.

### (c) The law for small $h$

Convergence of one rate does not yet show that the whole curve is a single exponential. For that, average the diffusion equation over the film:

$$\frac{dM}{dt}=\frac{D}{L}\big[u_x(L,t)-u_x(0,t)\big]=-\frac kL\,u(L,t). \tag{6}$$

This is exact within the model, but it contains the surface value and not the mean. The two can be compared by the maximum principle, which says that a solution of the diffusion equation takes its extremes initially or at a boundary.

First, $u\ge0$. A negative minimum at the free face would need $u_x(L)\le0$, whereas the exchange condition gives $u_x(L)=-(k/D)u(L)>0$ there. The blocked face becomes an interior point if the film is reflected about it, so it adds no new possibility. Next, $v=u_x$ also obeys the diffusion equation. It starts at zero, stays zero at $x=0$, and equals $-(k/D)u(L)\le0$ at $x=L$. Hence $v\le0$: the profile falls towards the free face, and $u(L,t)\le M(t)$.

Equation (6) now gives $dM/dt\ge-(k/L)M$, so $e^{kt/L}M$ never decreases from its initial value 1. On the other side, no mode in (3) decays more slowly than the first. Therefore

$$e^{-kt/L}\le M(t)\le e^{-\beta_1^2Dt/L^2}. \tag{7}$$

Let $y=kt/L$ and $q=\beta_1^2/h\le1$. The upper exponent is then $-qy$, and

$$M-e^{-y}\le e^{-qy}-e^{-y}=\int_q^1ye^{-py}\,dp\le(1-q)\,y\,e^{-qy}\le\frac{1-q}{q\,e}.$$

The last step uses the maximum of $ye^{-qy}$, reached at $y=1/q$. By (5), $(1-q)/q=h/\beta_1^2-1\le4h/\pi^2$. The result is

$$0\le M(t)-e^{-kt/L}\le\frac{4h}{\pi^2e}\qquad\text{for all }t\ge0. \tag{8}$$

As $h\to0$, the mean content follows $e^{-kt/L}$ uniformly in time, with the surface-limited rate $k/L$. The error in (8) is measured against the initial departure. It is not a relative error of the late tail: there $M/e^{-kt/L}$ grows without limit for any fixed $h>0$, because the first mode decays slightly more slowly than $e^{-kt/L}$.

The factor $1/L$ has a simple origin. The stored excess per unit area is proportional to $L$, while the surface outflow for a given departure does not depend on $L$. Diffusion drops out because it keeps the film nearly uniform.

### (d) Corrections, the opposite limit, and what a curve can show

Put $b=\beta_1^2$. For small $\beta_1$, equation (1) reads

$$b+\frac{b^2}{3}+\frac{2b^3}{15}+\cdots=h.$$

Insert $b=h+a_2h^2+a_3h^3+\cdots$. The second order gives $a_2=-1/3$. The third gives $a_3+2a_2/3+2/15=0$, so $a_3=2/9-2/15=4/45$, and

$$\frac{\beta_1^2D}{L^2}=\frac kL\left(1-\frac h3+\frac{4h^2}{45}-\cdots\right). \tag{9}$$

For the weight $A_1$, the denominator in (3) is

$$b(b+h^2+h)=h^2\left(1-\frac h3+\frac{4h^2}{45}\right)\left(2+\frac{2h}3+\frac{4h^2}{45}\right)+\cdots=2h^2\left(1+\frac{h^2}{45}\right)+\cdots,$$

since the terms linear in $h$ cancel and the quadratic ones add to $4/45-2/9+8/45=2/45$. Hence $A_1=1-h^2/45+\cdots$. The rate is wrong at first order in $h$, but the single-exponential shape only at second order.

The largest error of the lumped law follows. The higher modes and the change of $A_1$ contribute at order $h^2$, so to first order

$$M-e^{-y}\simeq\frac h3\,y\,e^{-y},$$

whose maximum is $h/(3e)$, at $t=L/k$. In the same regime the late profile has the relative drop

$$\frac{u(0)-u(L)}{M}=\frac{1-\cos\beta_1}{\sin\beta_1/\beta_1}=\beta_1\tan\frac{\beta_1}2=\frac b2+\frac{b^2}{24}+\cdots=\frac h2\left(1-\frac h4+\cdots\right).$$

For $h\to\infty$, the root of (1) tends to $\pi/2$. The slowest rate becomes $\pi^2D/(4L^2)$, and $A_1\to2/\beta_1^2=8/\pi^2\approx0.81$. The surface then stays close to equilibrium after a short initial stage, and diffusion sets the pace.

| $h$ | slowest rate $/(k/L)$ | $A_1$ | largest $M-e^{-kt/L}$ |
|---:|---:|---:|---:|
| 0.01 | 0.997 | 0.999998 | 0.0012 |
| 0.1 | 0.968 | 0.9998 | 0.012 |
| 1 | 0.740 | 0.986 | 0.104 |
| 10 | 0.204 | 0.874 | 0.449 |

The last column comes from the 400-cell balance. At $h=0.1$ the estimate $h/(3e)$ gives 0.0123, close to the tabulated value.

The row $h=1$ answers the question about shape. The first mode carries 98.6% of the initial departure, so the curve is nearly a single exponential, yet its rate is 26% below $k/L$. Reading $k$ as rate times thickness would make it 26% too small. A good exponential fit therefore does not establish surface control. The two limits do differ in shape: for large $h$ the higher modes carry about 19% of the initial departure and give a fast start, which is absent for small $h$. A series of thicknesses, with $k$, $D$ and temperature held fixed, is more telling: the slowest rate varies as $1/L$ for small $h$ and as $1/L^2$ for large $h$. In the first regime the curve yields $k$ but hardly constrains $D$.

### (e) The ceria film

With $L=200$ nm $=2\times10^{-5}$ cm,

$$h=\frac{10^{-6}\times2\times10^{-5}}{10^{-6}}=2\times10^{-5},\qquad \frac Lk=\frac{2\times10^{-5}}{10^{-6}}\ {\rm s}=20\ {\rm s}.$$

The bulk delay $L^2/(3D)$ is $1.3\times10^{-4}$ s. The slowest rate is 0.050 s⁻¹, below $k/L$ by the fraction $h/3=6.7\times10^{-6}$. The film completes 99% of its relaxation in $(L/k)\ln100=92$ s.

Surface control does not hinge on the rough value of $D$: if $D$ were 100 times smaller, the rate would fall short of $k/L$ by only $6.7\times10^{-4}$. For the stated $k$ and $D$, the shortfall reaches 1% at $h=0.0302$, or $L=hD/k\approx300$ µm, far beyond the thickness of a memory film.

**Nonlinear exchange.** Let $w$ be the number of vacancies per formula unit, and let a fraction $P=0.10$ of the cations be praseodymium. Neutrality requires two Pr³⁺ ions per vacancy, which leaves $P-2w$ of Pr⁴⁺. Assume ideal mass action, with oxygen uptake proportional to $w(2w)^2$ and release proportional to $(P-2w)^2$. At the final pressure the net uptake is then proportional to

$$R(w)=\left(\frac{w}{w_e}\right)^3-\left(\frac{P-2w}{P-2w_e}\right)^2.$$

Take a step from $w=0.022$ to $w_e=0.020$. In this model, with uptake also proportional to the square root of pressure, it corresponds to raising the oxygen pressure from 69 to 160 Torr. Initially $R=1.331-0.871=0.460$. The linear law gives $(3/0.020+4/0.060)\times0.002=0.433$. The true initial rate of this model is thus 6.1% above the linear one, and the half-relaxation time falls from 13.9 to 13.3 s.

**Temperature.** For a rough activation energy of 1.0 eV, a reading 5 K below the true temperature means that $k$ is 6.3% larger than assumed.

**Gas exchange.** A well-mixed chamber of 10 cm³ at a total pressure of 1 atm, fed with 500 sccm, is flushed in $t_f=0.34$ s at 973 K. If the equilibrium value follows the gas as $e^{-t/t_f}$, then $(L/k)\dot M=-(M-e^{-t/t_f})$. Integrating over all time gives $\int M\,dt=L/k+t_f$, an added delay of 1.7%. The assumed exponential holds for a small pressure step. In the step from 69 to 160 Torr, the equilibrium vacancy content changes most steeply at the low-pressure end, so it settles faster than the gas. The same holds for the factor $\sqrt p$ in the uptake rate, and integrating the mass-action model with the flushed pressure gives an added delay of about $0.9\,t_f$.

**Smaller effects.** The initial uptake is about $2.5\times10^{13}$ O₂ molecules per cm² and second. Drawn through a 1 cm stagnant gas layer with a rough gas diffusivity of 1.5 cm²/s, it depletes the oxygen at the surface by a fraction $10^{-5}$. The edges of a 5 mm square film add $1.6\times10^{-4}$ of its top area. The dilute Debye length is 0.2 nm, or $10^{-3}$ of the thickness. That is too short for the dilute formula to be trusted in detail, but it supports a neutral film interior. It does not show how surface charge alters $k$.

Apart from surface charge, whose influence on $k$ is not estimated here, all of these effects exceed or rival the diffusion correction, and the first two exceed it by about four orders of magnitude.

**Set beside real films and devices.** The values of $k$ and $D$ are rough, so 20 s is an order of magnitude. Surface condition can change $k$ strongly, and a tenfold smaller $k$ would give 200 s. The blocked face may also leak. If it exchanges with the same gas at a small coefficient $k_b$, the lumped balance becomes $L\dot M=-(k+k_b)M$, and $k_b=0.1k$ shortens 20 s to 18 s. A working memory cell breaks further assumptions: electrodes cover the oxide, and applied fields and local heating move vacancies. The model describes the anneal that sets the initial oxygen content, not switching.

Nor is the anneal time a retention time. Extrapolating $k$ to 358 K with 1.0 eV gives $L/k\approx1.6\times10^{10}$ s, some 500 years. An error of 0.1 eV in that energy changes the answer by a factor of about 8, so this is an illustration and not a prediction. It also stretches the linear law beyond its range. In the mass-action model above, at the same oxygen pressure and with an assumed reduction enthalpy of 1 eV, the equilibrium vacancy content at 358 K is about $3\times10^{-5}$. A film cooled with $w=0.020$ is then far from equilibrium, its exchange is strongly nonlinear, and a single time $L/k$ does not describe its reoxidation. With a rough 0.6 eV for $D$, the extrapolated $h$ falls to about $5.5\times10^{-9}$: exchange slows more than diffusion on cooling, and within these assumptions the film stays surface-limited. The values behind this example are listed in the numerical output.

## Values computed for the example and the checks

```
film thickness L = 200 nm
exchange coefficient k = 1.0e-06 cm/s (rough)
diffusion coefficient D = 1.0e-06 cm2/s (rough)
anneal temperature = 973 K
h = kL/D = 2.00e-05
surface time L/k = 20.00 s
surface rate k/L = 0.0500 1/s
diffusion time L^2/D = 4.00e-04 s
bulk delay L^2/(3D) = 1.33e-04 s
first root beta_1 = 0.004472
slowest exact rate = 0.050000 1/s
relative rate deficit = 6.67e-06
M at t = L/k: 0.367882
M - exp(-1) there = 2.45e-06
bound on lumping error = 2.98e-06
half-relaxation time = 13.86 s
99 percent relaxation time = 92.1 s
h for 1 percent rate deficit = 0.0302
thickness for that h = 302 um
rate deficit if D is 100 times lower = 6.66e-04
h | slow rate/(k/L) | A_1 | largest M-exp(-kt/L)
 0.01 | 0.99668 | 0.999998 | 0.00122
 0.10 | 0.96754 | 0.999788 | 0.01206
 1.00 | 0.74017 | 0.986094 | 0.10448
10.00 | 0.20417 | 0.874309 | 0.44876
Pr fraction of cations = 0.10
vacancies per formula unit: 0.022 to 0.020
oxygen pressure: 69 to 160 Torr
nonlinear/linear initial rate = 1.061
nonlinear half time = 13.28 s
activation energies k, D = 1.0, 0.6 eV (rough)
change of k for 5 K error = 6.3 percent
extrapolated L/k at 358 K = 1.6e+10 s
extrapolated h at 358 K = 5.5e-09
chamber = 10 cm3, flow = 500 sccm
gas flush time = 0.34 s
added mean delay / (L/k) = 1.7 percent
gas D = 1.5 cm2/s, layer = 1 cm (rough)
initial O2 uptake = 2.53e+13 molecules/(cm2 s)
relative O2 depletion at surface = 1.1e-05
edge/top area, 5 mm square = 1.6e-04
relative permittivity = 25 (rough)
dilute Debye length = 0.20 nm
Debye length / L = 9.8e-04
```
